# How equilibrium volume raises LDA vibrational frequencies above PBE ones

For a free NaCl molecule in a small basis, the local density approximation (LDA) gives a harmonic wavenumber of 393 cm\(^{-1}\) and the PBE functional gives 377 cm\(^{-1}\). LDA is the stiffer of the two. Now hold the LDA molecule at the bond length that PBE prefers. Its wavenumber drops to 365 cm\(^{-1}\), and LDA has become the softer functional. LDA therefore owes its higher frequency to the shorter bond at which it is evaluated. In a crystal, the equilibrium volume takes the place of the bond length.

## Separating two changes

Let \(\omega_F(V)\) be the harmonic frequency of one chosen mode, computed with functional \(F\) at volume \(V\). Let \(V_F\) be the volume that minimizes the static energy \(E_F(V)\), without zero-point or thermal expansion. The labels are \(L\) for LDA and \(P\) for PBE. Going from \(\omega_P(V_P)\) to \(\omega_L(V_L)\) changes both the functional and the volume. Multiplying and dividing by \(\omega_L(V_P)\), then taking the logarithm, separates them:

\[
\ln\frac{\omega_L(V_L)}{\omega_P(V_P)}
=\underbrace{\ln\frac{\omega_L(V_L)}{\omega_L(V_P)}}_{\text{volume effect}}
+\underbrace{\ln\frac{\omega_L(V_P)}{\omega_P(V_P)}}_{\text{functional effect}} .
\]

This is an identity. One could also pass through \(\omega_P(V_L)\), which in general gives different parts with the same sum.

The volume effect is governed by the mode Grüneisen parameter

\[
\gamma=-\frac{d\ln\omega}{d\ln V}.
\]

Integrating this definition from \(V_P\) to \(V_L\), with \(\gamma\) nearly constant over the small interval, gives

\[
\ln\frac{\omega_L(V_L)}{\omega_L(V_P)}\approx-\gamma\ln\frac{V_L}{V_P}
\approx-\gamma\frac{\Delta V}{V},\qquad \Delta V=V_L-V_P .
\]

If LDA has the smaller volume, \(\Delta V<0\), and a positive \(\gamma\) makes the volume effect positive, which favours a higher LDA frequency. The law \(\Delta\omega/\omega=-\gamma\,\Delta V/V\) thus describes the volume effect alone. It describes the whole difference only if the functional effect is negligible.

## What a change of functional does

Write \(E_P=E_L+D\), where \(D\) depends on the volume and on the mode amplitude \(u\). At the PBE minimum

\[
0=E_L'(V_P)+D'(V_P).
\]

Since \(E_L'(V_L)=0\), a first-order expansion gives \(E_L'(V_P)\approx E_L''(V_L)(V_P-V_L)\). With the bulk modulus \(B=V E_L''\),

\[
\frac{V_P-V_L}{V_L}\approx-\frac{D'(V)}{B}.
\]

The slope of \(D\) with volume moves the equilibrium. If \(D\) falls as the crystal expands, PBE has the larger volume.

The functional effect comes from a different derivative. For a mode of effective mass \(M\), the force constant is \(M\omega^2=\partial^2E/\partial u^2\). If symmetry fixes the pattern of displacements, both functionals share the same coordinate \(u\), and at fixed volume

\[
M(\omega_P^2-\omega_L^2)=\frac{\partial^2D}{\partial u^2}.
\]

A correction that depends on volume alone has no curvature along \(u\). It acts like a pressure, and all of its influence on the frequency passes through the volume.

## A crystal that can be solved

An fcc crystal whose nearest neighbours interact through a pair energy \(\phi(r)\) shows where the sign of \(\gamma\) comes from. Take the zone-boundary mode at X, in which successive (001) layers move by \(+A\mathbf e\) and \(-A\mathbf e\), with \(\mathbf e\) a unit vector. Of the 12 bonds of an atom, 4 lie within its layer and keep their length. The other 8 join different layers, and their ends move relative to each other by a vector \(\mathbf s\) of length \(2A\).

Split \(\mathbf s\) into a part \(s_\parallel\) along the bond and a part \(s_\perp\) across it. To second order the bond length becomes \(r+s_\parallel+s_\perp^2/(2r)\), so the bond energy changes by

\[
\phi's_\parallel+\tfrac12\phi''s_\parallel^2+\frac{\phi'}{2r}s_\perp^2 .
\]

The linear terms cancel between opposite neighbours. Let \(c\) be the cosine of the angle between \(\mathbf e\) and the bond, so that \(s_\parallel^2=4A^2c^2\) and \(s_\perp^2=4A^2(1-c^2)\). Each bond is shared by two atoms, which brings a factor \(\tfrac12\), and the energy per atom rises by

\[
A^2\sum_{8}\left[\phi''c^2+\frac{\phi'}{r}(1-c^2)\right]=\tfrac12M\omega^2A^2 .
\]

For motion along the layer normal, \(c^2=\tfrac12\) for all 8 bonds. For motion along a cubic axis in the layer, \(c^2=\tfrac12\) for 4 bonds and 0 for the other 4. Hence

\[
M\omega_{\rm long}^2=8\left(\phi''+\frac{\phi'}{r}\right),\qquad
M\omega_{\rm trans}^2=4\phi''+12\frac{\phi'}{r}.
\]

The term \(\phi'/r\) is the stiffness that tension gives to a bond against sideways motion, as in a stretched string.

Because \(V\propto r^3\), we have \(d\ln V=3\,dr/r\). With \(K=M\omega^2\) and \(\ln\omega=\tfrac12\ln K+\text{const}\),

\[
\gamma=-\frac r6\,\frac{K'}{K}.
\]

At equilibrium \(\phi'=0\), and the derivative of \(\phi'/r\) is \(\phi''/r\). Inserting the two force constants gives

\[
\gamma_{\rm long}=-\frac16\left(\frac{r\phi'''}{\phi''}+1\right),\qquad
\gamma_{\rm trans}=-\frac16\left(\frac{r\phi'''}{\phi''}+3\right).
\]

Two tendencies compete. A real bond softens when stretched, \(\phi'''<0\), which makes \(\gamma\) positive. Stretching also creates tension, which stiffens sideways motion and makes \(\gamma\) negative.

For a Morse bond, \(\phi=(1-e^{-\alpha(r-r_0)})^2-1\). With \(x=\alpha(r-r_0)\), its expansion is \(-1+x^2-x^3+\dots\), so \(\phi''=2\alpha^2\), \(\phi'''=-6\alpha^3\) and \(r_0\phi'''/\phi''=-3\alpha r_0\). For \(\alpha r_0=4\) the parameters are \(\gamma_{\rm long}=11/6\) and \(\gamma_{\rm trans}=3/2\). The longitudinal one is positive when \(\alpha r_0>1/3\), the transverse one when \(\alpha r_0>1\). Between these values the two modes of one crystal respond to volume with opposite signs. Harmonic springs, with \(\phi'''=0\), give \(-1/6\) and \(-1/2\).

Now let a second "functional" differ from the first by \(D=-\sigma V\), a pure volume term. In units where \(r_0\), the Morse well depth and the mass are 1, the springs are given the same \(\phi''=32\) as the Morse bonds. The energy per atom is \(6\phi\) and \(V=r^3/\sqrt2\). Since \(dV/dr=3V/r\),

\[
B=V\,\frac{6\phi''}{(3V/r)^2}=\frac{2\phi''r^2}{3V}=30.17 .
\]

For \(\sigma=0.5\) the linear estimate of the expansion is \(\sigma/B=1.66\%\). The minimum actually moves by 1.75% for Morse bonds and 1.69% for springs.

In the Morse crystal, the functional with the smaller volume has the higher frequencies: \(100\ln(\omega_{\rm small}/\omega_{\rm large})\) is 3.20 for the longitudinal mode, where the linear law gives 3.17, and 2.61 for the transverse mode. With springs the same quantities are \(-0.28\) and \(-0.83\), and the smaller crystal has the lower frequencies. These frequencies were obtained from energies of displaced crystals, which tests the derived formulas. By itself, a smaller LDA volume thus raises the frequencies of modes with \(\gamma>0\) and lowers those with \(\gamma<0\). A functional effect, which is absent for a pure volume term, can change the resulting order.

## A real bond

The model crystal cannot say how LDA and PBE differ. For that, consider NaCl(g) in the def2-SVP basis, with Slater exchange and VWN correlation as the LDA. For one bond, \(v=r^3\) serves as a scaled volume. The frequency is \(\omega=\sqrt{k/\mu}\), where \(k=E''(r)\) and \(\mu\) is the reduced mass, and the wavenumber is \(\omega/(2\pi c)\), with \(c\) here the speed of light. The earlier formula applies with \(K=k\).

Away from its minimum the bond must be held by a constant external force \(f\) along the axis. The added energy \(-fr\) is linear in \(r\) and leaves \(k\) unchanged. This force takes the place of pressure, but it is conjugate to \(r\), not to \(v\). A term \(-pr^3\) would also hold the bond, but its curvature \(-6pr\) changes \(k\): for LDA at the PBE length it gives 358 cm\(^{-1}\) instead of 365, and parts of about 9.4 and \(-5.2\) instead of the 7.6 and \(-3.4\) found below. The sizes of the parts therefore refer to the constant force; their signs are the same in both cases.

The equilibrium lengths are 2.311 Å for LDA and 2.348 Å for PBE, so

\[
100\ln\frac{v_L}{v_P}=300\ln\frac{2.3106}{2.3477}\approx-4.78 .
\]

With the LDA value \(\gamma=1.573\), the linear law predicts a volume effect of \(1.573\times4.78\approx7.5\) in the same logarithmic units, which are close to percent. The force constants give the parts without linearization. On the LDA curve, \(k\) is 7.939 eV/Å\(^2\) at the LDA length and 6.818 at the PBE length, while PBE has 7.303 at its own length:

\[
50\ln\frac{7.939}{6.818}\approx7.6,\qquad
50\ln\frac{6.818}{7.303}\approx-3.4 .
\]

The sum is 4.2, the total difference. The factor 50 is 100 times the \(\tfrac12\) from the square root. In the other order the parts are 7.4 and \(-3.2\). Averaged over both orders, the volume effect is 7.5 and the functional effect \(-3.3\).

The volume effect therefore sets the sign, but the functional effect is not small: it cancels a little under half of the volume effect. Here \(-\gamma\,\Delta V/V\) alone would give nearly twice the total difference. For this bond the difference comes mainly through the volume, in the sense that the volume part is the larger one and fixes the order. This does not mean that the linear law reproduces the difference.

## Why the two effects oppose each other

PBE energies evaluated on LDA densities show the origin of both parts. The PBE energy is stationary at its own self-consistent density. Using the slightly different LDA density therefore causes an error of second order in the density difference, and to first order \(D(r)\) is the change of the exchange-correlation energy on an unchanged density.

At the LDA length, the exchange part of \(D\) has slope \(-0.415\) eV/Å and the correlation part \(+0.125\) eV/Å, so \(D'=-0.291\) eV/Å. The change of exchange from LDA to PBE pushes the atoms apart, and the change of correlation takes back part of the push. The predicted shift is

\[
r_P-r_L\approx-\frac{D'}{k}=\frac{0.291}{7.939}\ \text{Å}\approx0.037\ \text{Å},
\]

in agreement with the self-consistent 0.037 Å. The minimum of the full frozen-density curve gives 377.5 cm\(^{-1}\), against 377.4 cm\(^{-1}\) for self-consistent PBE. The longer bond is thus caused by the changed functional itself, with little help from density relaxation.

The curvature is \(D''=+0.522\) eV/Å\(^2\). At fixed length it stiffens the PBE bond. Both effects can be put into one first-order expression. The volume effect is

\[
\tfrac12\ln\frac{k_L(r_L)}{k_L(r_P)}\approx-\frac{k'}{2k}(r_P-r_L)=\frac{k'D'}{2k^2},
\]

and the functional effect is \(-\tfrac12\ln(1+D''/k)\approx-D''/(2k)\). For \(D'<0\) and \(k'<0\) their sum is

\[
\ln\frac{\omega_L(r_L)}{\omega_P(r_P)}\approx
\frac{|D'|}{2k}\left(\frac{|k'|}{k}-\frac{D''}{|D'|}\right).
\]

The order of the frequencies is decided by two rates. The first is the relative rate at which the bond softens on stretching, \(|k'|/k=6\gamma/r=6\times1.573/2.311\approx4.08\) Å\(^{-1}\). The second is the relative rate at which the outward push of PBE dies away, \(D''/|D'|=0.5221/0.2907\approx1.80\) Å\(^{-1}\). The bond softens more than twice as fast, so the volume effect wins. The prefactor is \(0.291/(2\times7.939)\approx0.0183\) Å, and the product \(0.0183\times2.28\approx0.042\) reproduces the total of 4.2%.

The same expression shows how this order could be reversed. If the push died away faster than the bond softened, PBE would have both the longer bond and the higher frequency.

In a molecule the vibration and the change of volume use the same coordinate, so \(D'\) and \(D''\) belong to one curve. In a crystal the mode amplitude and the volume are different coordinates. The size and sign of the functional effect found here therefore cannot be carried over to a solid.

## Applying the separation to silicon

Silicon's zone-centre optical mode is a convenient case. Each atom sits on a site of tetrahedral symmetry, which allows no net force at any lattice constant, so the mode can be studied at both equilibrium volumes. A real frequency also requires a positive curvature, which a strongly stretched crystal can lose. The separation written above needs three frequencies: \(\omega_L(V_L)\), \(\omega_L(V_P)\) and \(\omega_P(V_P)\). A fourth, \(\omega_P(V_L)\), allows both orders to be compared.

Published tables may list just the two equilibrium frequencies. These give the total difference and cannot divide it. If the lattice constants \(a_L\), \(a_P\) and the mode's \(\gamma\) are also given, the functional effect can be estimated as the remainder:

\[
\ln\frac{\omega_L(V_P)}{\omega_P(V_P)}\approx
\ln\frac{\omega_L(V_L)}{\omega_P(V_P)}+3\gamma\ln\frac{a_L}{a_P}.
\]

The factor 3 converts lattice constants to volumes. The plus sign appears because the volume effect, \(-3\gamma\ln(a_L/a_P)\), is subtracted. The remainder can be a small difference of similar numbers, so all inputs must come from the same converged settings, including the treatment of the core electrons. With data from different sources, any difference in settings would be counted as part of the functional effect. No silicon values are quoted here for that reason. The sign of \(\gamma\) must also be checked for each mode, as the spring crystal shows.

The separation also affects how a comparison at a common volume is read. If both functionals are run at one fixed lattice constant, the volume effect is absent and the functional effect alone remains. For NaCl at the PBE length this reverses the order, to 365 cm\(^{-1}\) for LDA against 377 cm\(^{-1}\) for PBE.

The NaCl values carry the limits of their level of theory: a small basis, approximate exchange and correlation, no relativity and no anharmonic vibration. They show how the two functionals differ in this basis, and do not show which is closer to the real molecule. The absolute values are far from the basis limit. In def2-QZVPPD all three wavenumbers fall by about 25 cm\(^{-1}\) (to about 369, 352 and 340 cm\(^{-1}\)), more than the gap between the functionals, and the bonds lengthen by 0.025 to 0.028 Å. The comparison is much more stable: the parts 7.6 and \(-3.4\) become about 8.2 and \(-3.7\), the total 4.5, and the two rates 4.0 and 1.7 Å\(^{-1}\). The integration grid and the fit to the energy curve also affect the wavenumbers and the logarithmic parts, so their last quoted digits should not be relied on. Shifts of this size, up to about half a unit in the parts, do not change the signs of the parts or the order of the frequencies. The complete def2-SVP values are in the numerical output below.

## Numbers as computed

```
A. Model fcc crystal, reduced units
Morse alpha*r0 = 4.0; sigma = 0.50
bulk modulus = 30.170
Morse: volume increase = 1.746 %, sigma/B = 1.657 %
Morse longitudinal: gamma = 1.8333, omega(r0) = 16.000
  100 ln(omega_small_V/omega_large_V) = 3.202, linear law 3.173
Morse transverse: gamma = 1.5000, omega(r0) = 11.314
  100 ln(omega_small_V/omega_large_V) = 2.613, linear law 2.596
spring: volume increase = 1.685 %, sigma/B = 1.657 %
spring longitudinal: gamma = -0.1667, omega(r0) = 16.000
  100 ln(omega_small_V/omega_large_V) = -0.277, linear law -0.279
spring transverse: gamma = -0.5000, omega(r0) = 11.314
  100 ln(omega_small_V/omega_large_V) = -0.826, linear law -0.836
B. NaCl(g), def2-SVP; LDA = Slater exchange + VWN
reduced mass = 13.9458 u
LDA: bond length = 2.3106 Angstrom, k = 7.9389 eV/Angstrom^2
LDA: harmonic wavenumber = 393.45 cm^-1
LDA: mean k on 2.3-2.5 Angstrom, energies 5.6348, forces 5.6330 eV/Angstrom^2
PBE: bond length = 2.3477 Angstrom, k = 7.3030 eV/Angstrom^2
PBE: harmonic wavenumber = 377.36 cm^-1
PBE: mean k on 2.3-2.5 Angstrom, energies 6.0690, forces 6.0682 eV/Angstrom^2
gamma: LDA 1.5728, PBE 1.5595
v_LDA/v_PBE - 1 = -4.665 %
100 ln(v_LDA/v_PBE) = -4.777
k_LDA at PBE length = 6.8181 eV/Angstrom^2
k_PBE at LDA length = 8.4606 eV/Angstrom^2
LDA wavenumber at PBE length = 364.62 cm^-1
PBE wavenumber at LDA length = 406.17 cm^-1
Parts of 100 ln(omega_LDA/omega_PBE):
  total = 4.175
  volume on LDA curve = 7.609, functional at PBE length = -3.435
  volume on PBE curve = 7.357, functional at LDA length = -3.182
  mean volume = 7.483, mean functional = -3.308
  linear law with LDA gamma = 7.514
PBE minus LDA on the LDA density, at the LDA length:
  exchange slope = -0.4152 eV/Angstrom
  correlation slope = 0.1245 eV/Angstrom
  total slope D' = -0.2907 eV/Angstrom
  curvature D'' = 0.5221 eV/Angstrom^2
  linear bond shift -D'/k = 0.0366 Angstrom
bond shift: frozen density 0.0369, self-consistent 0.0371 Angstrom
frozen-density PBE wavenumber = 377.46 cm^-1
```
